# Franck-Condon factors and the zero-phonon weight of displaced oscillators, part 1

(Sections cited here and not found follow in the second part.)

## 1. The physical situation

A point defect in an insulator can bind an electron in two states, a ground state $g$ and an excited state $e$, both inside the band gap. The two states have different charge densities, so they push on the neighbouring atoms differently, and the atoms have different equilibrium positions in $g$ and in $e$. When the defect emits a photon from the relaxed excited state, the electron changes state while the atoms are still arranged for $e$. That arrangement is not the equilibrium of $g$, so the atoms are in general left vibrating, and the vibrational energy is missing from the photon. At low temperature the emission therefore consists of one line in which no vibrational quantum is created, the zero-phonon line, and a sideband at lower photon energy in which one, two or more quanta are created. The question is how the intensity is shared among these lines, and in particular what share stays in the zero-phonon line.

## 2. The model

**Born-Oppenheimer states.** We assume that the total wavefunction is a product $\Psi = \phi_s(\mathbf r;Q)\,\chi_{s,n}(Q)$, where $s = g$ or $e$, $\phi_s$ is the electronic state at fixed nuclei, and $\chi_{s,n}$ is a vibrational state on the energy surface $V_s(Q)$. This fails where the two surfaces, or other electronic states, come close in energy, as in a Jahn-Teller system.

**One mass-weighted coordinate.** For a coordinate $x$ with mass $M$ and momentum $p$, define $Q = \sqrt M\,x$ and $P = p/\sqrt M$. Then $[Q,P] = [x,p] = i\hbar$, the kinetic energy is $p^2/2M = P^2/2$, and the potential $\tfrac12 M\omega^2x^2$ becomes $\tfrac12\omega^2Q^2$. The unit of $Q$ is $\mathrm{kg^{1/2}\,m}$.

**Harmonic surfaces of equal frequency.**

$$H_g = \tfrac12P^2 + \tfrac12\omega^2Q^2,\qquad H_e = E_0 + \tfrac12P^2 + \tfrac12\omega^2(Q-\Delta Q)^2. \tag{1}$$

$\Delta Q$ is the shift of the minimum and $E_0$ is the energy difference of the two minima. The levels are $\hbar\omega(n+\tfrac12)$ and $E_0+\hbar\omega(m+\tfrac12)$. The transition between $|e,m\rangle$ and $|g,n\rangle$ involves a photon of energy $E_0+(m-n)\hbar\omega$. The zero-point energies cancel because the frequencies are equal, so $E_0$ is also the energy $E_{\rm ZPL}$ of the zero-phonon line.

**Condon approximation.** By Fermi's golden rule the rate of an optical transition is proportional to the squared matrix element of the dipole operator between the total states. Integrating first over the electrons gives

$$\langle\Psi_{g,n}|\hat{\boldsymbol\mu}|\Psi_{e,m}\rangle = \int dQ\,\chi_{g,n}(Q)\,\boldsymbol\mu_{ge}(Q)\,\chi_{e,m}(Q),\qquad \boldsymbol\mu_{ge}(Q) = \int d\mathbf r\,\phi_g^*\,\hat{\boldsymbol\mu}\,\phi_e .$$

The nuclear part of the dipole operator drops out, because $\phi_g$ and $\phi_e$ are orthogonal at every $Q$. We assume that $\boldsymbol\mu_{ge}$ does not vary over the range of $Q$ where the vibrational functions are large. It then comes out of the integral, and

$$|\langle\Psi_{g,n}|\hat{\boldsymbol\mu}|\Psi_{e,m}\rangle|^2 = |\boldsymbol\mu_{ge}|^2\,F_{nm},\qquad F_{nm} = |\langle g,n|e,m\rangle|^2. \tag{2}$$

$F_{nm}$ is the Franck-Condon factor. The assumption fails for a transition that is forbidden at the equilibrium geometry, where the term of $\boldsymbol\mu_{ge}$ linear in $Q$ is the leading one.

At zero temperature emission starts from $|e,0\rangle$. We write $F_n = F_{n0}$ and define the emission lineshape function

$$A(E) = \sum_n F_n\,\delta(E-E_0+n\hbar\omega). \tag{3}$$

The photon spectrum is $A(E)$ times a smooth power of $E$, found in part 9.

## 3. Ladder operators of the two surfaces

Define

$$a = \sqrt{\frac{\omega}{2\hbar}}\Big(Q+\frac{iP}{\omega}\Big),\qquad a^\dagger = \sqrt{\frac{\omega}{2\hbar}}\Big(Q-\frac{iP}{\omega}\Big).$$

Multiplying out, with $[Q,P]=i\hbar$,

$$a^\dagger a = \frac{\omega}{2\hbar}\Big(Q^2+\frac{P^2}{\omega^2}+\frac{i}{\omega}[Q,P]\Big) = \frac{\omega}{2\hbar}\Big(Q^2+\frac{P^2}{\omega^2}-\frac{\hbar}{\omega}\Big).$$

The product $aa^\dagger$ has the opposite sign of the last term. Hence $[a,a^\dagger]=1$ and $H_g=\hbar\omega(a^\dagger a+\tfrac12)$. The ground state obeys $a|g,0\rangle=0$, which in the $Q$ representation reads $(Q+(\hbar/\omega)\,d/dQ)\chi=0$, with solution $\chi_{g,0}\propto e^{-\omega Q^2/2\hbar}$, taken positive. From $[a^\dagger a,a^\dagger]=a^\dagger$ the operator $a^\dagger$ raises the eigenvalue of $a^\dagger a$ by one, and $\|a^\dagger|g,n\rangle\|^2=\langle aa^\dagger\rangle=n+1$ fixes the norm. We choose phases such that

$$a^\dagger|g,n\rangle=\sqrt{n+1}\,|g,n+1\rangle. \tag{4}$$

$H_e-E_0$ is $H_g$ with $Q$ replaced by $Q-\Delta Q$, and $[Q-\Delta Q,P]=i\hbar$ still holds. Its lowering operator is therefore

$$b=\sqrt{\frac{\omega}{2\hbar}}\Big(Q-\Delta Q+\frac{iP}{\omega}\Big)=a-\alpha,\qquad \alpha=\Delta Q\sqrt{\frac{\omega}{2\hbar}}, \tag{5}$$

and $H_e=E_0+\hbar\omega(b^\dagger b+\tfrac12)$, with the same phase choice for $|e,m\rangle$. That $b$ differs from $a$ by a real number alone is the consequence of equal frequencies. The square of that number is the Huang-Rhys factor,

$$S=\alpha^2=\frac{\omega\,\Delta Q^2}{2\hbar}. \tag{6}$$

The formula requires the mass-weighted shift; in terms of a plain length it is $S=M\omega\,\Delta x^2/2\hbar$. The units cancel: $\mathrm{s^{-1}\cdot kg\,m^2}$ is $\mathrm{J\,s}$. With the oscillator length $\ell=\sqrt{\hbar/\omega}$ and $d=\Delta Q/\ell$, one has $\alpha=d/\sqrt2$ and $S=d^2/2$, so $S$ measures the shift against the size of the zero-point motion.

## 4. The Poisson distribution

The vibrational ground state of the excited surface obeys $b|e,0\rangle=0$. With (5),

$$a|e,0\rangle=\alpha|e,0\rangle. \tag{7}$$

It is an eigenstate of the lowering operator of the other surface, a coherent state. Let $c_n=\langle g,n|e,0\rangle$. Take the product of (7) with $\langle g,n|$. On the left, the adjoint of (4) gives $\langle g,n|a=\sqrt{n+1}\,\langle g,n+1|$, so

$$\sqrt{n+1}\,c_{n+1}=\alpha\,c_n. \tag{8}$$

Then $c_1=\alpha c_0$, $c_2=\alpha c_1/\sqrt2=\alpha^2c_0/\sqrt{2!}$, and by induction

$$c_n=c_0\,\frac{\alpha^n}{\sqrt{n!}}. \tag{9}$$

The states $|g,n\rangle$ form a complete orthonormal set and $|e,0\rangle$ is normalised, so

$$1=\sum_n c_n^2=c_0^2\sum_n\frac{S^n}{n!}=c_0^2\,e^{S}.$$

$c_0$ is the overlap of two positive Gaussians and is positive, so $c_0=e^{-S/2}$. The result is

$$\langle g,n|e,0\rangle=e^{-S/2}\frac{\alpha^n}{\sqrt{n!}},\qquad F_n=e^{-S}\frac{S^n}{n!},\qquad F_0=e^{-S}. \tag{10}$$

The number of quanta created in emission from $|e,0\rangle$ follows a Poisson distribution, and the zero-phonon line carries the weight $e^{-S}$ in $A(E)$; this weight is also called the Debye-Waller factor. Reversing the sign of $\Delta Q$ changes the sign of the odd amplitudes and leaves every $F_n$ unchanged.

For absorption from $|g,0\rangle$ the roles are exchanged: $b|g,0\rangle=(a-\alpha)|g,0\rangle=-\alpha|g,0\rangle$, so $\langle e,m|g,0\rangle=e^{-S/2}(-\alpha)^m/\sqrt{m!}$. The weights are the same, and the lines lie at $E_0+m\hbar\omega$. In this model the two lineshape functions are mirror images about $E_0$.

## 5. The same result from the overlap integral

A direct integration gives (10) without using completeness. Let $\xi=Q/\ell$. Since $P=-i\hbar\,d/dQ$, the raising operator is $a^\dagger=(\xi-d/d\xi)/\sqrt2$. For any $f$, $e^{\xi^2/2}\frac{d}{d\xi}\big(e^{-\xi^2/2}f\big)=f'-\xi f$, so $a^\dagger=-\frac{1}{\sqrt2}e^{\xi^2/2}\frac{d}{d\xi}e^{-\xi^2/2}$. In the $n$-th power the inner exponentials cancel in pairs. Acting on the normalised ground state $\pi^{-1/4}e^{-\xi^2/2}$ and dividing by $\sqrt{n!}$,

$$\chi_{g,n}(\xi)=\frac{H_n(\xi)\,e^{-\xi^2/2}}{\sqrt{2^n\,n!\,\sqrt\pi}},\qquad H_n(\xi)=(-1)^ne^{\xi^2}\frac{d^n}{d\xi^n}e^{-\xi^2}.$$

These functions are normalised in $\xi$. Each derivative brings down $-2\xi$ at leading order, so $H_n$ begins with $(2\xi)^n$; the phase choice (4) means that every $\chi_n$ is positive at large positive $\xi$. With $\chi_{e,0}=\pi^{-1/4}e^{-(\xi-d)^2/2}$,

$$c_n=\frac{1}{\sqrt{2^n\,n!\,\pi}}\int d\xi\,H_n(\xi)\,e^{-\xi^2/2-(\xi-d)^2/2}.$$

Put $\xi=y+d/2$. The exponent becomes $-\tfrac12(y^2+yd+\tfrac{d^2}{4})-\tfrac12(y^2-yd+\tfrac{d^2}{4})=-y^2-\tfrac{d^2}{4}$. The remaining integral follows from the generating function. The Taylor series of $e^{-(\xi-t)^2}$ in $t$ has coefficients $(-1)^n\frac{d^n}{d\xi^n}e^{-\xi^2}/n!$, because a derivative in $t$ is minus a derivative in $\xi$. Therefore $\sum_nH_n(\xi)t^n/n!=e^{\xi^2-(\xi-t)^2}=e^{2\xi t-t^2}$, and

$$\sum_n\frac{t^n}{n!}\int dy\,H_n(y+\tfrac d2)\,e^{-y^2}=\int dy\,e^{2yt+dt-t^2-y^2}=e^{dt}\int dy\,e^{-(y-t)^2}=\sqrt\pi\,e^{dt}.$$

Comparing powers of $t$, the integral of order $n$ equals $\sqrt\pi\,d^n$. Hence

$$c_n=\frac{e^{-d^2/4}\,\sqrt\pi\,d^n}{\sqrt{2^n\,n!\,\pi}}=e^{-d^2/4}\frac{(d/\sqrt2)^n}{\sqrt{n!}},$$

which is (10), since $d/\sqrt2=\alpha$ and $d^2/4=S/2$.

The numerical check checks the completed square and the Hermite integral symbolically for $n\le6$. It also diagonalises $H_g$ and $H_e$ on a grid in $Q$, with no use of ladder operators, and tests (7), (8), (10) and the mirror property against the numerical eigenvectors for $S=0.0948$, $1.517$ and $9.483$.

## 6. Shape and moments of the band

**Strongest line.** From (10), $F_{n+1}/F_n=S/(n+1)$. The weights rise while $n+1<S$ and fall once $n+1>S$. For non-integer $S$ the largest is at $n=\lfloor S\rfloor$; for integer $S$ the lines $S-1$ and $S$ are equal. For $S<1$ the zero-phonon line is the strongest, and for $S\ll1$, to first order, $F_0\approx1-S$ and $F_1\approx S$.

**Moments.** The factor $n(n-1)\cdots(n-k+1)$ vanishes for $n<k$ and turns $1/n!$ into $1/(n-k)!$ otherwise:

$$\langle n(n-1)\cdots(n-k+1)\rangle=e^{-S}S^k\sum_{n\ge k}\frac{S^{n-k}}{(n-k)!}=S^k.$$

With $n^2=n(n-1)+n$ and $n^3=n(n-1)(n-2)+3n(n-1)+n$,

$$\langle n\rangle=S,\qquad\langle n^2\rangle=S^2+S,\qquad\langle n^3\rangle=S^3+3S^2+S. \tag{11}$$

The mean is $S$ and the variance $\langle n^2\rangle-S^2$ is also $S$. So $S$ is the mean number of quanta created. The third central moment is $\langle n^3\rangle-3S\langle n^2\rangle+2S^3=S$. Divided by the variance to the power $3/2$ it gives the skewness $1/\sqrt S$ of the distribution of $n$, so the asymmetry of the band fades as $S$ grows.

**Energies.** The mean energy left in the vibration is

$$S\hbar\omega=\tfrac12\omega^2\Delta Q^2=V_g(\Delta Q), \tag{12}$$

the classical energy of the ground surface at the minimum of the excited one. It is the relaxation energy, and $\hbar$ has cancelled from it. The centroid of $A(E)$ is $E_0-S\hbar\omega$, the centroid of the absorption lineshape is $E_0+S\hbar\omega$, and their separation, the Stokes shift of the centroids, is $2S\hbar\omega$. The root-mean-square width of each is $\sqrt S\,\hbar\omega$.

These two moments have a simple origin. The difference of the Hamiltonians is the vertical gap between the surfaces,

$$H_e-H_g=E_0+\tfrac12\omega^2\Delta Q^2-\omega^2\Delta Q\,Q. \tag{13}$$

Let $E_i$ be the energy of $|e,0\rangle$. By completeness the $k$-th moment of the photon energy is $\langle e,0|(E_i-H_g)^k|e,0\rangle$. For $k=1$ and $k=2$ each factor stands next to the bra or the ket, where $E_i$ may be replaced by $H_e$, so these moments are those of the vertical gap (13) over the probability density $\chi_{e,0}^2$. That density has mean $\Delta Q$ and variance $\hbar/2\omega$. The mean gap is $E_0-\tfrac12\omega^2\Delta Q^2$ and its variance is $\omega^4\Delta Q^2\,\hbar/2\omega=S(\hbar\omega)^2$, as found above. For $k=3$ the middle factor touches neither bra nor ket and the replacement is not allowed; the vertical gap is symmetrically distributed, while the true emission band, whose photon energy is $E_0-n\hbar\omega$, has skewness $-1/\sqrt S$. The picture of a vertical transition at frozen nuclei is thus exact in this model for the centroid and width only.

The program tests the mean, the variance, the third factorial moment, the position of the strongest line, the emission centroid and the centroid separation against the grid states.

## 7. Transitions from excited vibrational levels

By the analogue of (4), $|e,m\rangle=(b^\dagger)^m|e,0\rangle/\sqrt{m!}$ with $b^\dagger=a^\dagger-\alpha$. The number $\alpha$ commutes with $a^\dagger$, so the binomial theorem applies:

$$|e,m\rangle=\frac{1}{\sqrt{m!}}\sum_{k=0}^m\frac{m!}{k!\,(m-k)!}(-\alpha)^{m-k}(a^\dagger)^k|e,0\rangle.$$

From (10), $|e,0\rangle=e^{-S/2}\sum_j\alpha^j|g,j\rangle/\sqrt{j!}$. Repeated use of (4) gives $(a^\dagger)^k|g,j\rangle=\sqrt{(j+k)!/j!}\,|g,j+k\rangle$. Only $j=n-k$ overlaps with $\langle g,n|$, which requires $k\le n$:

$$\langle g,n|(a^\dagger)^k|e,0\rangle=e^{-S/2}\frac{\alpha^{n-k}}{\sqrt{(n-k)!}}\sqrt{\frac{n!}{(n-k)!}}=e^{-S/2}\frac{\alpha^{n-k}\sqrt{n!}}{(n-k)!}.$$

Combining the two,

$$\langle g,n|e,m\rangle=e^{-S/2}\sqrt{m!\,n!}\sum_{k=0}^{\min(n,m)}\frac{(-\alpha)^{m-k}\,\alpha^{n-k}}{k!\,(m-k)!\,(n-k)!}. \tag{14}$$

Exchanging $n$ and $m$ changes only the sign, from $(-1)^{m-k}$ to $(-1)^{n-k}$. Thus $\langle g,m|e,n\rangle=(-1)^{n-m}\langle g,n|e,m\rangle$ and $F_{nm}=F_{mn}$.

For $n\ge m$ put $j=m-k$, which runs from $0$ to $m$. The powers become $(-\alpha)^j\alpha^{n-m+j}=\alpha^{n-m}(-S)^j$. The factorials become

$$\frac{\sqrt{m!\,n!}}{k!\,j!\,(n-k)!}=\sqrt{\frac{m!}{n!}}\;\frac{n!}{k!\,(n-k)!}\,\frac1{j!}=\sqrt{\frac{m!}{n!}}\binom{n}{m-j}\frac1{j!}.$$

The generalised Laguerre polynomial is defined by $L_m^{(\nu)}(S)=\sum_{j=0}^m\binom{m+\nu}{m-j}(-S)^j/j!$. With $\nu=n-m$,

$$\langle g,n|e,m\rangle=\sqrt{\frac{m!}{n!}}\,\alpha^{n-m}\,e^{-S/2}\,L_m^{(n-m)}(S),\qquad n\ge m. \tag{15}$$

For $m=0$ the polynomial is $1$ and (10) returns. For $m>0$ the factors are not Poisson: the polynomial has alternating terms and can vanish. On the diagonal $F_{mm}=e^{-S}L_m(S)^2$, where $L_m=L_m^{(0)}$, $L_1=1-S$ and $L_2=1-2S+S^2/2$; for example $F_{11}=0$ at $S=1$. The program tests (14) and (15), signs included, for $n,m\le12$.

## 8. Finite temperature

Assume that the vibration reaches thermal equilibrium on the excited surface before the photon is emitted. Level $m$ has the Boltzmann weight $x^m$ with $x=e^{-\hbar\omega/k_BT}$, and $\sum_mx^m=1/(1-x)$, so its probability is $p_m=(1-x)x^m$. With one mode and equal frequencies every transition $m\to m$ lies at $E_0$. The weight of the line at $E_0$ is

$$W(T)=(1-x)\,e^{-S}\sum_{m=0}^\infty x^mL_m(S)^2. \tag{16}$$

It equals $e^{-S}$ at $T=0$, where $x=0$. To first order in $x$,

$$W\approx e^{-S}\big[1-x+x(1-S)^2\big]=e^{-S}\big[1+xS(S-2)\big]. \tag{17}$$

Population moves from $m=0$ to $m=1$, and the weight changes by $x(F_{11}-F_{00})$. It falls for $S<2$, where $|1-S|<1$, and rises for $S>2$. The program tests (16) at 300 K, and the slope and its sign in (17) at small $x$, for the three values of $S$. The first-order change is small when $x\,|S(S-2)|\ll1$, but this condition controls the first-order term only. Collecting powers of $x$ in (16) gives $W=F_{00}+\sum_{m\ge1}x^m(F_{mm}-F_{m-1,m-1})$. At $S=2$ the polynomials are $L_1=L_2=-1$ and $L_3=1-3S+\tfrac32S^2-\tfrac16S^3=-\tfrac13$, so the first two corrections vanish and $W\approx e^{-2}(1-\tfrac89x^3)$: the weight falls with temperature although $x\,|S(S-2)|=0$. That $W$ stays near $e^{-S}$ is not the same as $k_BT\ll\hbar\omega$. For large $S$ it requires $xS^2\ll1$. For small $S$ the expansion of part 10, $W\approx1-(2\bar n+1)S$ with $\bar n=x/(1-x)$, shows that $\bar nS\ll1$ is enough.

The centroid of the lineshape function does not move with temperature in this model. The argument after (13) for $k=1$ holds for any $|e,m\rangle$, and $\langle e,m|Q|e,m\rangle=\Delta Q$ by symmetry about the minimum.

For one mode with equal frequencies in both states, the emission lines at zero temperature have Poisson weights set by $S$, the zero-phonon line carries the weight $e^{-S}$ of the lineshape function, and its weight at finite temperature is given by (16). It remains to find the fraction of photons in that line, to treat many modes and unequal frequencies, and to work through a numerical example.

Numerical values quoted here were computed with a short program.
